# Does a harmonic chain between heat baths obey Fourier's law?

**Q.** I have a row of equal masses joined by equal springs, with a hot bath at one end and a cold bath at the other. Surely Fourier's law holds: the temperature falls steadily along the row, and doubling the length at fixed bath temperatures halves the current. The heat has to work its way through twice as many atoms.

**A.** "Work its way through" assumes that something impedes the heat inside the chain. Let us fix the model and look for that something.

I use atomic units with $k_B=1$ and absorb the mass into the coordinates, so that $\dot x_i=p_i$ and the kinetic energy is $p_i^2/2$. With $\omega_0^2$ the spring constant over the mass, the springs give $\dot p=-Gx$, where $G$ has $2\omega_0^2$ on its diagonal and $-\omega_0^2$ beside it. Sites $0$ and $N+1$ are fixed walls. Classical Langevin baths at $T_L$ and $T_R$ damp the momenta of sites $1$ and $N$ at rate $\gamma$ and supply the matching noise. I write
$$T=\tfrac12(T_L+T_R),\qquad \theta=\tfrac12(T_L-T_R),$$
and call $T_i=\langle p_i^2\rangle$ the kinetic temperature of site $i$.

Without baths the chain is a set of independent normal modes. Let mode $a$ have normalized amplitude $u_a(i)$. For weak damping, the left bath exchanges energy with it at rate $\gamma u_a(1)^2$ and the right bath at rate $\gamma u_a(N)^2$. Its stationary temperature is therefore
$$T_a=\frac{u_a(1)^2T_L+u_a(N)^2T_R}{u_a(1)^2+u_a(N)^2}=T,$$
because mirror symmetry makes the two end weights equal. Every mode has the mean temperature, and so has every site. The left bath delivers
$$J=\sum_a\gamma u_a(1)^2(T_L-T)=\gamma\theta,$$
since $\sum_a u_a(1)^2=1$. The number of sites has dropped out.

**Q.** That is a weak-coupling argument. With ordinary coupling the baths mix the modes, and my gradient may come back. Can you solve it without that approximation?

**A.** Yes, because the equations are linear and the second moments close among themselves. Define $X=\langle xx^{\mathsf T}\rangle$, $Z=\langle xp^{\mathsf T}\rangle$ and $Y=\langle pp^{\mathsf T}\rangle$. Let $R$ be the diagonal matrix of damping rates and $D$ be $R$ times the diagonal matrix of bath temperatures. Setting the three time derivatives to zero gives
$$Z+Z^{\mathsf T}=0,\qquad Y=XG+ZR,$$
$$-GZ-Z^{\mathsf T}G-RY-YR+2D=0.$$
Since $Z^{\mathsf T}=-Z$, the last line is
$$[G,Z]=2D-RY-YR.\tag{1}$$
To eliminate $X$, transpose $XG=Y-ZR$ into $GX=Y+RZ$. Evaluating $GXG$ in both ways gives $G(Y-ZR)=(Y+RZ)G$, or
$$[G,Y]=GZR+RZG.\tag{2}$$

The current is the power that site $i$ delivers to site $i+1$ through their spring:
$$J=\omega_0^2\langle(x_i-x_{i+1})p_{i+1}\rangle=\omega_0^2Z_{i,i+1}.$$
The second term vanished because an antisymmetric matrix has a zero diagonal. Positive $J$ runs from left to right.

**Q.** Those are still matrix equations of size $N$. How do you get a formula out of them?

**A.** Subtract the equilibrium part: $Y=T\,\mathbb 1+\theta y$ and $Z=\theta z$. With $S=\mathrm{diag}(1,0,\dots,0,-1)$, equation (1) becomes
$$[G,z]=2\gamma S-Ry-yR.$$
Equation (2) keeps its form. Away from the ends both right-hand sides vanish, so $z$ and $y$ must commute with $G$ there. Two kinds of matrix do: those depending on $j-i$ and those depending on $i+j$. I try $z_{ij}=z_{j-i}$ with $z_{-n}=-z_n$, for $N\ge3$.

The walls spoil the commutation in the first row. There $Gz$ lacks the neighbour at site $0$, which would have contributed $-\omega_0^2z_j$, so
$$[G,z]_{1j}=\omega_0^2z_j\qquad(1<j<N).$$
In the corner $(1,1)$ the product $zG$ lacks a neighbour as well, which doubles the result to $2\omega_0^2z_1$. In the corner $(1,N)$ the two omissions cancel. Comparison with the right-hand side gives
$$y_{11}=1-\frac{\omega_0^2}{\gamma}z_1,\qquad y_{1j}=-\frac{\omega_0^2}{\gamma}z_j,\qquad y_{1N}=0.$$
This suggests
$$y=S-\frac{\omega_0^2}{\gamma}h,\qquad h_{ij}=h_{i+j-1},$$
with $h_n=z_n$ for $n<N$, $h_N=0$ and $h_{2N-n}=-h_n$. The last property makes the hot and cold ends mirror images with opposite sign, so the last row needs no separate work.

Now take element $(1,j)$ of (2) with $1<j<N$, and set $n=j-1$. On the left, $S$ contributes $\omega_0^2\delta_{n1}$, and the missing neighbour in $Gh$ contributes $-(\omega_0^4/\gamma)z_n$. On the right, only $RzG$ acts:
$$\omega_0^2\delta_{n1}-\frac{\omega_0^4}{\gamma}z_n=\gamma\omega_0^2(2z_n-z_{n-1}-z_{n+1}).$$
Divide by $\gamma\omega_0^2$ and put $\nu=\omega_0^2/\gamma^2$:
$$z_{n+1}=(2+\nu)z_n-z_{n-1}-\frac{\delta_{n1}}{\gamma}.$$
The true $z_0$ is zero. The extra term at $n=1$ has the same effect as using the homogeneous recursion with $z_0$ replaced by $1/\gamma$.

At the far corner $(1,N)$, (2) reads
$$-\frac{2\omega_0^4}{\gamma}z_{N-1}=2\gamma\omega_0^2(2z_{N-1}-z_{N-2}),$$
or $(2+\nu)z_{N-1}-z_{N-2}=0$. The recursion must therefore end at $z_N=0$. With $2\cosh\alpha=2+\nu$, the solution is
$$z_n=\frac{1}{\gamma}\,\frac{\sinh[(N-n)\alpha]}{\sinh(N\alpha)},\qquad 1\le n<N.$$
All elements of (1) and (2) are now satisfied, and $X=(Y-ZR)G^{-1}$ is symmetric as required. No mode vanishes at an end site, since its recursion would then make it zero everywhere. Every mode is therefore damped, and the stationary state is unique.

**Q.** Then what are the current and the temperature profile?

**A.** From $J=\omega_0^2\theta z_1$,
$$J=(T_L-T_R)\frac{\omega_0^2}{2\gamma}\,\frac{\sinh[(N-1)\alpha]}{\sinh(N\alpha)}\;\longrightarrow\;(T_L-T_R)\frac{\omega_0^2}{2\gamma}e^{-\alpha}.$$
The relative correction to the long-chain value is $-(e^{2\alpha}-1)e^{-2N\alpha}/(1-e^{-2N\alpha})$, which dies exponentially once $N\alpha\gg1$. The diagonal of $Y$ gives
$$T_i=T+\theta\left\{\delta_{i1}-\delta_{iN}-\nu\frac{\sinh[(N-2i+1)\alpha]}{\sinh(N\alpha)}\right\}.$$
This is the Rieder–Lebowitz–Lieb solution. Away from the ends the braces are exponentially small. The bulk is flat at the mean temperature, and the current does not fall with length.

Take round values: $\hbar\omega_0=\hbar\gamma=0.005$ eV and bath energies $k_BT_L=0.030$ eV and $k_BT_R=0.020$ eV. Then $\omega_0=7.5963$ ps$^{-1}$, $\nu=1$ and $e^{-\alpha}=0.38197$, so
$$J=0.005\times7.5963\times0.38197=0.01451\ \text{eV/ps},$$
which is 2.32 nW. The numerical output gives the same current, to all digits shown, for 16, 32, 64 and 128 sites.

**Q.** The formula for $T_i$ has a minus sign in front of the hyperbolic sine. Does the second site really lie below the mean, right beside the hot bath?

**A.** It does. For a long chain,
$$T_1=T+\theta(1-\nu e^{-\alpha}),\qquad T_2=T-\theta\nu e^{-3\alpha}.$$
With our numbers, $T_1=0.025+0.005\times0.61803=0.02809$ eV and $T_2=0.025-0.005\times0.05573=0.02472$ eV. The third site is at 0.02496 eV, and by site 16 the deviation has gone from the printed digits. At the cold end the pattern is reversed.

So heat flows from site 2 towards sites that are slightly hotter. The second law is not violated, because heat still passes from the hot bath to the cold one. What fails is the idea that a local kinetic temperature drives the local current. The current sits in the correlation $\langle x_ip_{i+1}\rangle$, which here is set by the ends.

The end site also provides a check. The left bath delivers $\gamma(T_L-T_1)=7.5963\times(0.03000-0.02809)=0.0145$ eV/ps, the same current.

**Q.** If length does not limit the current, what does?

**A.** The contacts, together with the finite band of frequencies that the chain can carry. To see the part played by the damping, put $u=e^{-\alpha}$. Since $u+1/u=2+\nu$, we have $(1-u)^2=\nu u$, so $\gamma/\omega_0=\sqrt u/(1-u)$ and
$$\frac{J}{\omega_0(T_L-T_R)}=\tfrac12(1-u)\sqrt u.$$
Setting the derivative to zero gives $1-3u=0$. The best damping is $\gamma=(\sqrt3/2)\,\omega_0$, and the maximum for this kind of bath is $1/(3\sqrt3)=0.192$.

For $\gamma\ll\omega_0$, $e^{-\alpha}\approx\gamma^2/\omega_0^2$ and $J\approx\gamma\theta$, as the mode argument gave: the bath feeds the chain slowly. For $\gamma\gg\omega_0$, $\alpha\approx\omega_0/\gamma$, and a chain with $N\gg\gamma/\omega_0$ has $J\approx\omega_0^2\theta/\gamma$ (a much shorter one carries a factor $(N-1)/N$): the end mass sits at nearly the bath temperature, $T_1\to T_L$, but it is damped so strongly that it barely responds to the force from its neighbour, so little energy crosses the contact.

**Q.** All this is classical. Might quantum mechanics rescue Fourier's law?

**A.** Not in this chain. At frequency $\omega$ the response to a force is $g=(G-\omega^2-i\omega R)^{-1}$. The quantum noise of the left bath has the symmetrized spectrum $\gamma\omega\coth(\omega/2T_L)$, with $\hbar=1$, which becomes $2\gamma T_L$ classically. The power that this noise delivers to the damping at site $N$ is
$$\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\gamma\,\omega^2|g_{1N}|^2\,\gamma\omega\coth\frac{\omega}{2T_L}
=\int_0^\infty\frac{d\omega}{2\pi}\,\omega\,\mathcal T(\omega)\left[n_L+\tfrac12\right],$$
with $\mathcal T=4\gamma^2\omega^2|g_{1N}|^2$ and $\coth(\omega/2T_L)=1+2n_L$, where $n_L$ is the Bose function. Subtracting the reverse flow removes the zero-point part:
$$J=\int_0^\infty\frac{d\omega}{2\pi}\,\omega\,\mathcal T(\omega)(n_L-n_R).$$
For $\omega\ll T_L,T_R$ the factor $\omega(n_L-n_R)$ becomes $T_L-T_R$.

The length enters through $g_{1N}$. With $\omega=2\omega_0\sin(q/2)$ and $\epsilon=\omega\gamma/\omega_0^2$, expanding the determinant along its two end sites gives
$$g_{1N}=\frac{\omega_0^{-2}\sin q}{\sin[(N+1)q]-2i\epsilon\sin(Nq)-\epsilon^2\sin[(N-1)q]}.$$
Within the band, $N$ appears only in phases. In a long chain these vary so rapidly with $q$ that the integral averages over them, and the average no longer contains $N$. Long here means that many modes lie below the bath temperatures, $N\gg\omega_0/T$; for shorter chains or colder baths the current does depend on $N$.

At our bath temperatures the quantum current is 0.01443 eV/ps for both 40 and 80 sites, or 0.994 of the classical value. With colder baths, at 0.002 and 0.001 eV, the quantum current is $5.07\times10^{-4}$ eV/ps for both lengths, while the classical formula gives $1.45\times10^{-3}$ eV/ps. Quantum statistics freeze out the high modes, but they do not scatter the low ones.

**Q.** So I need scattering. Could I imitate it by attaching a weak bath to every interior site, without letting those baths feed in heat?

**A.** That is the self-consistent reservoir construction. Each interior site gets damping $\lambda$ and its own bath temperature $\Theta_i$. The mean power supplied by that bath is $\lambda(\Theta_i-\langle p_i^2\rangle)$, so we require $\Theta_i=T_i$. On average each interior bath then exchanges no energy, and the same $J$ crosses every bond.

Equations (1) and (2) still hold. Deep in a long chain $R=\lambda\mathbb 1$, and they read
$$[G,Z]=2\lambda(\Theta-Y),\qquad [G,Y]=\lambda(GZ+ZG).$$
Look for a state whose temperature drops by $s$ per site, with $Z_{i,i+n}=\zeta_n$ independent of $i$. Then $[G,Z]=0$, so $Y=\Theta$, which is diagonal and meets the self-consistency condition. The commutator $[G,\Theta]$ has elements
$$[G,\Theta]_{i,i+1}=-\omega_0^2(\Theta_{i+1}-\Theta_i)=\omega_0^2s,$$
and $-\omega_0^2s$ at $(i+1,i)$. Since $GZ=ZG$, the second equation becomes
$$2\lambda(2\zeta_n-\zeta_{n-1}-\zeta_{n+1})=s(\delta_{n,1}-\delta_{n,-1}).$$
For $n\ge2$ the right-hand side is zero, so $\zeta_n$ is linear in $n$ from $n=1$ onwards. A correlation that stays bounded must then be a constant, $A$. At $n=1$, with $\zeta_0=0$, we get $2\lambda(2A-A)=s$, or $A=s/(2\lambda)$. Therefore
$$J=\omega_0^2\zeta_1=\kappa s,\qquad \kappa=\frac{\omega_0^2}{2\lambda}.$$

**Q.** There is my Fourier law! Does it survive in a finite chain with real ends?

**A.** In the middle of a long one, yes. Take $\hbar\lambda=0.0025$ eV, so $\kappa=\omega_0$. The temperatures now fall through the chain: for 64 sites, site 16 is at 0.02735 eV and site 49 at 0.02265 eV. The middle drop is $s=0.0250708-0.0249292=0.0001416$ eV. The current is 0.001048 eV/ps, so
$$\frac{J}{\omega_0s}=\frac{0.001048}{7.5963\times0.0001416}\approx0.97.$$
Without rounding the inputs, the ratio is 0.9746.
For 128 sites the current is 0.000553 eV/ps. The ratio of the two currents is 1.90, near the 2 that you expected at the outset.

**Q.** But 0.975 is not 1. Is the formula only approximate?

**A.** It belongs to the infinite bulk, where $\zeta_n$ stays constant with distance. In a finite chain the correlation must vanish at the fixed walls, so it already falls a little between $n=1$ and $n=2$. Let $\delta=1-Z_{i,i+2}/Z_{i,i+1}$ at the middle bond, $i=N/2$. By mirror symmetry $Z_{i-1,i+1}=Z_{i,i+2}$ there, and element $(i,i+1)$ of (2) gives
$$s+Y_{i,i+2}-Y_{i-1,i+1}=\lambda(4Z_{i,i+1}-2Z_{i,i+2})=2\lambda Z_{i,i+1}(1+\delta).$$
If the small momentum correlations between different sites are neglected, the apparent conductivity is $\kappa/(1+\delta)$. For 64 sites $\delta=0.0263$, which predicts 0.9744 against the computed 0.9746; for only 16 sites the neglect is cruder, 0.892 against 0.904. For 128 sites $\delta=0.0131$ predicts 0.987, and the computed value is 0.987.

The values of $\delta$ roughly halve when $N$ doubles. That fits a correlation that falls to zero over a distance of order $N$, although I have not derived this scaling. Extrapolating the inverse conductivity linearly in $1/N$ from the two longest chains gives $\kappa/\omega_0=1.000$. With $\lambda=0.8\,\omega_0$, the same extrapolation from 32 and 64 sites gives 0.625, in agreement with $1/(2\times0.8)$.

**Q.** Then may I call $\kappa$ the thermal conductivity of the harmonic crystal?

**A.** No, because it contains $\lambda$, which you put in by hand. A kinetic estimate shows its role. A wave has group velocity $v_q=d\omega/dq=\omega_0\cos(q/2)$, and an underdamped mode loses its energy at rate $\lambda$. With unit heat capacity per mode and lifetime $1/\lambda$,
$$\kappa=\int_0^{2\pi}\frac{dq}{2\pi}\,\frac{v_q^2}{\lambda}=\frac{\omega_0^2}{\lambda}\left\langle\cos^2\frac q2\right\rangle=\frac{\omega_0^2}{2\lambda}.$$
The result agrees with the moment calculation, but the picture is loose for the longest waves. Those with $\omega<\lambda/2$ are overdamped and have no such lifetime.

For a lattice spacing of 2.5 Å, $\kappa$ times the spacing is $7.5963\times2.5=19.0$ Å/ps. Multiplied by a gradient of $k_BT$ in eV/Å, it gives a current in eV/ps. Halve $\lambda$ and this number doubles; let $\lambda$ go to zero and it diverges.

**Q.** What happens to a given chain as I turn the interior baths off?

**A.** It returns to the flat profile and the end-limited current. As an estimate, add the two resistances. The contacts contribute $(T_L-T_R)/J=2\gamma e^{\alpha}/\omega_0^2=5.24/\omega_0$ for our $\gamma$, and the interior contributes about $N/\kappa=2\lambda N/\omega_0^2$. They are equal at $N\approx2.6\,\omega_0/\lambda$. Much shorter chains carry nearly the end-driven current, while much longer ones follow Fourier's law at leading order. The sum is only a rough guide, because the part beyond $N/\kappa$ is not a constant: for $\lambda=0.5\,\omega_0$, $(T_L-T_R)/J-N/\kappa$ is 6.7, 7.6, 8.5 and 9.4 in units of $1/\omega_0$ for 16, 32, 64 and 128 sites, growing by about 0.9 per doubling, as $\ln N$ would.

For 32 sites and $\lambda=10^{-4}\omega_0$, the estimate predicts a current lower by about 0.12%. The computed reduction is 0.17%, so the estimate has the right size but not the exact value.

**Q.** The interior baths take no net energy, though. Why should they matter so much?

**A.** Because zero mean energy exchange does not mean no effect. Each bath damps the momentum of its site and returns the energy as random kicks, with no memory of the direction in which the wave was travelling. Scattering could do the same job if it randomized the direction and phase of all waves, the longest included, well within the length of the chain. The Hamiltonian of this ordered harmonic chain has no term that does it.

Apart from corrections due to the walls, which fade only slowly with distance and add a resistance that grows slowly with $N$, your expectation is met by the long chain with self-consistent baths, a medium in which waves lose both their direction and their phase over a distance much shorter than the sample. An ordered harmonic chain driven only at its ends is not such a medium. Losing direction alone need not be enough: fixed disorder also reflects waves, but the reflected waves keep a definite phase and can interfere so that vibrations stay localized. If all of them are localized over distances much shorter than the chain, the current falls much faster than $1/N$; long waves that escape localization can soften the fall. Whether a particular anharmonic or disordered chain is a medium of the kind you expected must be worked out for that chain; the self-consistent baths show what such a loss of direction and phase would do, not that it occurs.

## Numbers as computed

```
hbar*w0 = 0.0050 eV; w0 = 7.5963 1/ps
hbar*gamma = 0.0050 eV; hbar*lam = 0.0025 eV
kB*TL = 0.0300 eV; kB*TR = 0.0200 eV
mean kB*T = 0.0250 eV; spacing = 2.50 angstrom
alpha = 0.962424; exp(-alpha) = 0.381966
largest covariance error, end baths = 2.5e-14 (eV, w0=1)
N= 16: J end baths = 0.0145077 eV/ps; J self-consistent = 0.0033497 eV/ps
N= 32: J end baths = 0.0145077 eV/ps; J self-consistent = 0.0019186 eV/ps
N= 64: J end baths = 0.0145077 eV/ps; J self-consistent = 0.0010480 eV/ps
N=128: J end baths = 0.0145077 eV/ps; J self-consistent = 0.0005530 eV/ps
J end baths, N to infinity = 0.0145077 eV/ps
  the same = 2.3244 nW
J Landauer classical, N=40 = 0.0145077 eV/ps
J quantum, N=40 = 0.0144266 eV/ps
J quantum, N=80 = 0.0144266 eV/ps
quantum/classical ratio = 0.99441
cold baths: kB*T = 0.0020 and 0.0010 eV
J cold quantum, N=40 = 5.0727e-04 eV/ps
J cold quantum, N=80 = 5.0727e-04 eV/ps
J cold classical = 1.4508e-03 eV/ps
best gamma/w0 = 0.86603; sqrt(3)/2 = 0.86603
largest J/(w0*kB*(TL-TR)) = 0.19245
Site kB*T for N=64, in eV: site, end baths, self-consistent
   1  0.0280902  0.0298620
   2  0.0247214  0.0294891
   3  0.0249593  0.0293054
  16  0.0250000  0.0273465
  32  0.0250000  0.0250708
  33  0.0250000  0.0249292
  49  0.0250000  0.0226535
  62  0.0250407  0.0206946
  63  0.0252786  0.0205109
  64  0.0219098  0.0201380
kappa/w0 formula = 1.00000; kinetic integral = 1.00000
N= 16: mid-chain kappa/w0 = 0.90433; 1-Z(i,i+2)/Z(i,i+1) = 0.12104
N= 32: mid-chain kappa/w0 = 0.95028; 1-Z(i,i+2)/Z(i,i+1) = 0.05398
N= 64: mid-chain kappa/w0 = 0.97457; 1-Z(i,i+2)/Z(i,i+1) = 0.02628
N=128: mid-chain kappa/w0 = 0.98712; 1-Z(i,i+2)/Z(i,i+1) = 0.01307
kappa/w0 extrapolated from N=64,128 = 1.00001
kappa*spacing = 18.9908 angstrom/ps
lam/w0 = 0.80: kappa/w0 extrapolated = 0.62502; formula = 0.62500
lam/w0 = 1e-04, N=32: J/J(end baths) = 0.99833
```
